Is the activation energy of tracer self-diffusion a migration barrier?

**Question**

I am working through self-diffusion in a model crystal with the diamond lattice. Atoms move by changing places with vacancies. For the tracer diffusivity I have 4.455×10⁻¹⁸ cm²/s at 1200 K and 1.119×10⁻¹⁵ cm²/s at 1400 K. An Arrhenius plot through these points gives an activation energy of 4.00 eV. I took this to be the height of the barrier an atom crosses when it jumps. But the same model lists a barrier of only 0.50 eV for an atom jumping into a vacancy. How can both numbers be right? And if I could keep the number of vacancies fixed while changing the temperature, which one would I measure?

**Answer**

Both numbers are right, but they answer different questions. The 0.50 eV says how readily an atom jumps when a vacancy is beside it. Your plot also contains the temperature dependence of the chance that a vacancy is there. To see what the slope measures, these two factors have to be separated.

I assume neutral, dilute vacancies, constant pressure, and a tracer chemically identical to the host atoms. Let c be the fraction of lattice sites that are vacant, and Γ the rate at which a vacancy exchanges with one given neighbour:

Γ = ν exp(−H_m/kT).

Here H_m is the migration enthalpy, the barrier of the jump. The prefactor ν is taken as constant and includes the migration entropy. I use eV and cm²/s, because atomic units are awkward for diffusion.

**How many vacancies are there?**

To make a vacancy, take an atom from the interior and put it on the surface. The number N of atoms stays the same, and the number of sites grows by one. Let this cost the free enthalpy G_f = H_f − TS_f, where S_f contains the change in vibrations but not the choice of site. That choice is counted separately: n vacancies can be placed on N + n sites in (N+n)!/(N! n!) ways. The statistical weight of n vacancies is therefore

w(n) = [(N+n)!/(N! n!)] exp(−nG_f/kT).

Dividing successive weights cancels most of the factorials:

w(n+1)/w(n) = [(N+n+1)/(n+1)] exp(−G_f/kT).

The weight grows with n while this ratio exceeds one and falls afterwards. The maximum is where the ratio equals one. For large numbers the added ones do not matter, and

c = n/(N+n) = exp(−G_f/kT) = exp(S_f/k) exp(−H_f/kT).

Write β = 1/kT. With constant H_f and S_f, the slope −d ln c/dβ is H_f. The entropy multiplies c by a constant and does not tilt the line.

This survives if H_f and S_f vary with temperature. Since ln c = S_f/k − βH_f,

−d ln c/dβ = H_f + β dH_f/dβ − (1/k) dS_f/dβ.

At constant pressure both quantities change through the same heat capacity of formation C: dH_f = C dT and dS_f = C dT/T. Hence dS_f/k = dH_f/kT = β dH_f, and the last two terms cancel. The slope is the formation enthalpy at that temperature, not the free enthalpy. In a test with C = 2k, starting from H_f = 3.50 eV and S_f = 5k at 1400 K, the slope at 1600 K was 3.534 eV, equal to H_f there, while G_f was 2.808 eV.

**How fast does a vacancy wander?**

Let a be the cubic lattice constant. A bond vector such as (a/4)(1,1,1) has squared length

d² = 3a²/16.

After n hops r₁, r₂, … the squared displacement of the vacancy is the sum of all rᵢ² plus twice the sum of all products rᵢ·rⱼ with i < j. The four bonds at any site add up to zero, and the vacancy chooses among them with equal probability. Whatever came before, the next hop therefore has zero mean, and the products average to zero. This leaves

⟨R²⟩ = n d² = 3na²/16.

A vacancy has four neighbours and makes n = 4Γt hops on average in time t. In three dimensions ⟨R²⟩ = 6D_V t, so

D_V = (4Γ)(3a²/16)/6 = a²Γ/8.

The vacancy already exists, so its diffusivity has the slope H_m.

**How fast does a tracer wander?**

Each neighbouring site of the tracer is vacant with probability c, so the tracer jumps at the rate 4Γc. If successive jumps were independent, its diffusivity would be cD_V. They are not: just after a jump, the vacancy sits directly behind the tracer and may carry it back. A correlation factor f accounts for this:

D* = f c D_V = f (a²/8) Γ c.

Could f hide another activation energy? Not here. All exchanges have the same rate Γ, so changing Γ speeds up or slows down the sequence of moves without changing the odds of any sequence. In the dilute limit f is a pure number, and it can be found.

Let the tracer be at site 0 and the vacancy at neighbour 1, just after an exchange. Let P_b be the probability that this vacancy next moves the tracer back to site 1, and P_o the probability that it moves it to one particular other neighbour, say 2. The cosine of the angle between successive jumps is −1 for a return and +1/3 for each of the other three directions. If the vacancy never returns, the next jump is due to a fresh vacancy and averages to zero. The mean cosine is therefore

q = −P_b + 3(1/3)P_o = −(P_b − P_o).

For a vacancy starting at any site x, let u(x) be the probability that its next exchange with the tracer is through site 1, minus the probability that it is through site 2. Then u(1) = P_b − P_o. Set u(0) = 0. At each site, u equals its average over the four neighbours, apart from an extra +1/4 at site 1 and −1/4 at site 2, from the direct exchange with the tracer. The rule also holds at site 0, because u(1) = −u(2) and u vanishes at the other two neighbours by symmetry.

Now let V(x,y) be the mean number of visits to y by a free walker starting at x, counting the start. It is finite in three dimensions. It equals its average over the neighbours of x, plus one if x = y. The combination [V(x,1) − V(x,2)]/4 therefore obeys the same rule as u, with the same extra terms. The difference between the two equals its neighbour average everywhere and tends to zero far away, so it can have no positive maximum or negative minimum and must vanish. Hence

u(x) = [V(x,1) − V(x,2)]/4.

By symmetry V(1,2) = V(2,1), so we need V(1,1) − V(2,1). From site 1 the walker steps to one of four equivalent neighbours, one of which is site 0:

V(1,1) = 1 + V(0,1).

From site 0 it steps to site 1 or to one of three equivalent others:

V(0,1) = [V(1,1) + 3V(2,1)]/4.

Inserting the second equation into the first gives (3/4)[V(1,1) − V(2,1)] = 1. The difference is 4/3, hence u(1) = 1/3 and q = −1/3.

By the threefold symmetry about the last jump, the mean of the next jump vector is q times the last one. The vacancy's position after a jump is fixed by that jump alone, so the mean cosine between jumps m steps apart is qᵐ. Summing over all separations,

f = 1 + 2(q + q² + q³ + …) = 1 + 2q/(1−q) = (1+q)/(1−q) = (2/3)/(4/3) = 1/2.

As a separate test, a master equation for one tracer and one vacancy was solved in periodic cells. With c taken as one divided by the number of sites, it gave f = 0.5099, 0.5029 and 0.5012 for 128, 432 and 1024 sites. Extrapolating the two largest cells in the inverse number of sites gives 0.5000.

**What the slope contains**

Put the pieces together:

D* = (f a²ν/8) exp(S_f/k) exp[−(H_f + H_m)/kT].

Neglecting the thermal expansion of a, everything before the last exponential is constant. With Q = −d ln D*/dβ, vacancies in equilibrium give

Q = H_f + H_m.

More generally, whatever controls the vacancies, as long as f stays constant,

Q = H_m − d ln c/dβ.

If c is held fixed, the last term vanishes and you measure H_m. That answers your second question: 0.50 eV.

There is an energy picture for the sum. Relative to a crystal without the vacancy, the crystal with it lies higher by H_f, and the saddle point of the jump lies higher by H_f + H_m. But the tracer does not climb this whole height in one jump. The vacancy was made elsewhere, at a surface or another source, and serves a great many atoms on its way.

Making a vacancy at a source may need an additional barrier E_s, so that creation costs H_f + E_s and removal costs E_s. The equilibrium number depends on the ratio of the two rates, from which E_s cancels. A high E_s can only delay equilibrium. The cancellation was tested by adding creation and removal to the master equation, with E_s = 1.00 eV and an attempt rate of 10¹⁰ s⁻¹, which makes removal much slower than hopping. The slope between 1200 and 1400 K came out as 4.000 eV; with one permanent vacancy it was 0.500 eV. If removal were as fast as hopping, vacancies could vanish before returning to the tracer, and f could depend on temperature.

**Your two temperatures**

The model has a = 0.55 nm, H_f = 3.50 eV, S_f = 5k, H_m = 0.50 eV and ν = 10¹³ s⁻¹. These are round parameters, not data for a particular material. They give:

1200 K: c = 2.966×10⁻¹³, Γ = 7.945×10¹⁰ s⁻¹
1400 K: c = 3.733×10⁻¹¹, Γ = 1.585×10¹¹ s⁻¹

At 1400 K the vacancy diffusivity is

D_V = (0.55×10⁻⁷ cm)² × 1.585×10¹¹ s⁻¹ / 8 = 5.99×10⁻⁵ cm²/s,

and the tracer diffusivity is

D* = 0.5 × 3.733×10⁻¹¹ × 5.99×10⁻⁵ cm²/s = 1.12×10⁻¹⁵ cm²/s.

For the slopes, kT is 0.10341 eV and 0.12064 eV, so 1/kT falls by 9.670 − 8.289 = 1.381 eV⁻¹. Over the same interval:

c grows by a factor 125.9: ln(125.9)/1.381 = 3.50 eV
Γ grows by a factor 1.995: ln(1.995)/1.381 = 0.50 eV
D* grows by a factor 251.1: ln(251.1)/1.381 = 4.00 eV

The logarithms add because the factors multiply. The 4.00 eV, or 0.147 hartree, comes mostly from the growing number of vacancies. The jump rate itself only doubles.

Suppose you had used 4.00 eV as the jump barrier. At 1400 K, with the same ν, you would predict that a vacancy exchanges with a given neighbour 0.040 times per second. The model value is 1.6×10¹¹ times per second, larger by exp(H_f/kT) = 4.0×10¹².

Q does govern a different rate, the average jump rate of an atom:

4Γc = 4ν exp(S_f/k) exp(−Q/kT).

At 1400 K its inverse is 0.042 s. This is the mean time between jumps of one atom, while each vacancy hops more than 10¹¹ times per second. The jumps come in short bunches: in a little under half of all cases the same vacancy moves the atom again, mostly within about ten picoseconds, so a bunch averages fewer than two jumps. The long waits are for a new vacancy to arrive.

**Could you measure the small slope by quenching?**

Suppose you equilibrate a slab at 1400 K and cool it to 900 K so fast that no vacancies are lost. The equilibrium fraction at 900 K is 3.7×10⁻¹⁸, but the slab still holds 3.7×10⁻¹¹. At first D* is 1.1×10⁻¹⁶ cm²/s instead of 1.1×10⁻²³ cm²/s, a factor of 10⁷ higher. While c stays frozen, small changes of temperature would change D* with the slope H_m.

The difficulty is how long c stays frozen. Let the slab have thickness W, with its two surfaces as the only sinks, and neglect clustering and trapping of vacancies. The excess e(x,t) over the equilibrium fraction obeys

∂e/∂t = D_V ∂²e/∂x², with e = 0 at x = 0 and x = W.

The slowest mode is sin(πx/W). Two space derivatives multiply it by −π²/W², so it decays with the time constant

τ = W²/(π²D_V).

For W = 0.50 mm and D_V = 6.0×10⁻⁶ cm²/s at 900 K, τ is 42 s.

How far does the excess move a tracer before it is gone? The mean square displacement along one axis grows at the rate 2D*, so we need the time integral I(x) = ∫e dt from zero to infinity. Integrate the diffusion equation over time. The left side gives the final excess minus the initial one, 0 − e₀, for a uniform start:

−e₀ = D_V d²I/dx².

With I = 0 at both surfaces, the solution is

I(x) = e₀ x(W−x)/(2D_V),

which is e₀W²/(8D_V) at the middle. For a tracer that stays near the middle, the excess contributes

⟨X²⟩ = 2f D_V I = f e₀W²/4,

x_rms = (W/2)√(f e₀).

The vacancy diffusivity has cancelled. A lower migration barrier makes tracers move faster, but the vacancies escape sooner in the same proportion. With e₀ = 3.73×10⁻¹¹,

x_rms = 0.25 mm × √(0.5 × 3.73×10⁻¹¹) = 1.1×10⁻⁶ mm = 1.1 nm.

This is the whole displacement available from the frozen vacancies at the middle of the slab, however long you wait. Nearer a surface it is smaller, in proportion to √(x(W−x)). To find H_m from tracers in this slab, you would have to resolve shifts below about a nanometre, in times well below 42 s at 900 K.

Compare an anneal of one hour at 1400 K in equilibrium:

x_rms = √(2 × 1.119×10⁻¹⁵ cm²/s × 3600 s) = 2.8×10⁻⁶ cm = 28 nm.

At that temperature τ is 4.2 s, so even if the slab starts without its equilibrium vacancies, diffusion from the surfaces supplies them early in the anneal, provided the surfaces emit them readily. If this slab has never been hotter than 1400 K, a tracer profile tens of nanometres wide therefore reflects almost entirely equilibrium vacancies, and an Arrhenius plot of diffusivities from such profiles has the slope H_f + H_m. A thicker slab raises both x_rms and τ; sinks inside the crystal reduce both.

**When the slope is not one simple sum**

Self-interstitials may carry atoms as well as vacancies. If the mechanisms act independently, D* = ΣDᵢ, with dDᵢ/dβ = −QᵢDᵢ for constant prefactors. Then

Q = −(1/D*) dD*/dβ = ΣDᵢQᵢ/ΣDᵢ.

The measured slope is a mean, weighted by each mechanism's share of the diffusivity. Each Qᵢ is again a formation plus a migration enthalpy if that defect is in equilibrium, because its contribution is again a concentration times a rate.

Differentiate once more, using the quotient rule:

dQ/dβ = −ΣDᵢQᵢ²/ΣDᵢ + (ΣDᵢQᵢ/ΣDᵢ)² = −(⟨Q²⟩ − ⟨Q⟩²).

The bracket is a variance and cannot be negative. As β falls, that is, as the temperature rises, Q rises or stays constant.

Add to your model a second mechanism with Q₂ = 4.80 eV and a prefactor of 200 cm²/s. The vacancy prefactor is 0.28 cm²/s. At 1400 K the second mechanism carries 48% of the diffusivity, and the slope is

0.52 × 4.00 eV + 0.48 × 4.80 eV ≈ 4.38 eV;

unrounded shares give 4.39 eV. At 1200 K the slope is 4.19 eV and at 1600 K it is 4.55 eV. The slope drifts although no defect's enthalpy has changed, and at none of these temperatures does it belong to a single defect.

Charge is a second complication in semiconductors. A vacancy of charge +z (in units of the elementary charge) has given z electrons to a reservoir at the Fermi level E_F, which adds zE_F to its free enthalpy of formation. The extra term in ln c is −βzE_F, and it adds to the slope

z d(βE_F)/dβ = z(E_F + β dE_F/dβ) = z(E_F − T dE_F/dT).

Here E_F is measured from the same reference level as the remaining formation terms. Doping changes E_F and its temperature dependence, so it can change the activation energy even if the jump barrier stays the same. It does so only when the dopant density approaches or exceeds the intrinsic carrier density at the anneal temperature, which is high. Well above that density, take a nondegenerate n-type crystal with ionised donors, a fixed band edge E_c and an effective density of states proportional to T^(3/2). Then E_F − T dE_F/dT tends to E_c + (3/2)kT, so further doping changes c but hardly changes the slope.

To interpret a measured slope, then, ask first what sets the defect concentration during the anneal. The calculated values used here are listed in the numerical output below.

Numbers as computed

```
a = 0.55 nm, nu = 1.0e+13 1/s
H_f = 3.50 eV, S_f = 5.0 k, H_m = 0.50 eV
Vacancy count test: fraction 0.02000, law 0.02
H_f(T) test at 1600 K: slope of ln c = 3.5345 eV
  H_f(T) = 3.5345 eV, G_f(T) = 2.8083 eV
Vacancy walk: D_V/(a^2 Gamma) = 0.1250
Correlation factor, 128 sites: 0.50987
Correlation factor, 432 sites: 0.50290
Correlation factor, 1024 sites: 0.50122
Correlation factor, extrapolated: 0.50000
T = 1200 K: kT = 0.10341 eV
  vacancy fraction c = 2.9656e-13
  hop rate Gamma = 7.9450e+10 1/s
  D_V = 3.0042e-05 cm^2/s
  D* = 4.4547e-18 cm^2/s
  mean time between jumps of one atom = 1.061e+01 s
T = 1400 K: kT = 0.12064 eV
  vacancy fraction c = 3.7327e-11
  hop rate Gamma = 1.5852e+11 1/s
  D_V = 5.9940e-05 cm^2/s
  D* = 1.1187e-15 cm^2/s
  mean time between jumps of one atom = 4.225e-02 s
Prefactor D0 = 0.2806 cm^2/s
Source barrier in master equation = 1.00 eV
Slope with sources, from rates = 4.0000 eV
  the same in hartree = 0.14700
Slope at fixed vacancy number = 0.5000 eV
Hop rate at 1400 K if Q were the barrier = 3.987e-02 1/s
  true rate / wrong rate = 3.976e+12
Quench 1400 K to 900 K, slab W = 0.50 mm
  equilibrium c at 900 K = 3.735e-18
  equilibrium D* at 900 K = 1.120e-23 cm^2/s
  D* with frozen c = 1.119e-16 cm^2/s
  frozen / equilibrium = 9.993e+06
  D_V at 900 K = 5.995e-06 cm^2/s
  slowest decay time = 42.26 s
  mid-plane integral factor = 0.12500
  rms tracer shift from excess = 1.080 nm
Anneal 3600 s at 1400 K: rms shift = 28.38 nm
  slowest settling time at 1400 K = 4.23 s
Second mechanism: Q = 4.80 eV, D0 = 200 cm^2/s
  1200 K: its share = 0.2374, total slope = 4.1899 eV
  1400 K: its share = 0.4845, total slope = 4.3876 eV
  1600 K: its share = 0.6829, total slope = 4.5463 eV
```
